# Does CCSD-F12 for two electrons equal CI with one geminal?

## Problem

Two electrons form a singlet with reference $|0\rangle=|ii\rangle$, where $i$ denotes the normalised Hartree–Fock orbital $\varphi$. The finite orbital space $P=O+V$ consists of $i$ and virtuals $a,b$. Functions outside $P$ are called $\alpha$. The same letters denote projectors, and all functions are real. Energies are in hartree ($E_h$), lengths in bohr.

The geminal is

$$G=Q_{12}f_{12}|ii\rangle,\qquad f_{12}=\frac{1-e^{-\gamma r_{12}}}{\gamma},$$

$$Q_{12}=(1-O_1)(1-O_2)(1-V_1V_2).$$

CCSD-F12 uses $\Psi=e^{T_1+T_2}|0\rangle$, where $T_2$ contains the doubles into $V$ and the term $c\,|G\rangle\langle0|$. The amplitude $c$ is free and has its own equation, obtained by projection on $G$. The full Hamiltonian is kept and no integral is approximated.

(a) Is the CCSD-F12 energy the lowest CI energy in the span of all orbital products and $G$?

(b) For helium, compute this CI energy with orbitals of angular momentum $l\le L$, for $L=0,\dots,4$. Compare it with CI without $G$, and $c$ with the cusp value $1/2$.

## A tempting solution to (a)

With two electrons the exponential terminates, so $\Psi$ is a linear combination of $|0\rangle$, singles, doubles and $G$ with free coefficients. The coupled-cluster equations,

$$\langle\mu|R\rangle=0,\qquad R=e^{-T}(H-E)e^{T}|0\rangle,$$

are imposed for every $\mu$ in this same set. Since $e^{-T}$ is invertible, it can be dropped. What remains is $\langle\mu|(H-E)\Psi\rangle=0$, the CI equations. The energies are therefore equal.

## The fault

The statement about the wavefunction is right. The step that drops $e^{-T}$ is not justified. Invertibility shows that $R=0$ and $(H-E)\Psi=0$ are equivalent in the full space, but here the residuals vanish only in projection. With

$$r=(H-E)\Psi=e^{T}R,$$

the two sets of projected equations are equivalent if each bra $\langle\mu|e^T$ stays within the span of the projection bras. The bra $\langle G|T_1$ need not: it turns $\langle a\alpha|$ into $\langle i\alpha|$, on which no equation is imposed.

## Correct solution to (a)

**The wavefunction.** Write $T_1=\tau(1)+\tau(2)$ with $\tau=\sum_a t_a|a\rangle\langle i|$. Since $\langle i|a\rangle=0$, $\tau^2=0$, so

$$\tfrac12T_1^2=\tau(1)\tau(2),\qquad T_1^3=0.$$

Write $T_2=|D\rangle\langle0|$ with $D=\sum_{ab}d_{ab}|ab\rangle+cG$ and $d_{ab}=d_{ba}$. No part of $D$ contains $i$; for $G$ this is the work of $(1-O_1)(1-O_2)$. Hence $T_2^2=0$ and $T_1T_2=0$. Also $T_2T_1=0$, because $T_1$ never produces $|ii\rangle$. Therefore

$$e^T=1+T_1+\tau(1)\tau(2)+T_2,$$

$$\Psi=|0\rangle+\sum_a t_a(|ai\rangle+|ia\rangle)+\sum_{ab}(d_{ab}+t_at_b)|ab\rangle+cG.$$

Any CI vector with $\langle0|\Psi\rangle=1$ has this form: its singles fix $t_a$, its doubles then fix $d_{ab}$, and its geminal coefficient is $c$.

**The equations.** Insert $e^T$ into $\langle\mu|r\rangle=\langle\mu|e^TR\rangle$.

- Reference: $T$ never produces $|0\rangle$, so $\langle0|r\rangle=\langle0|R\rangle$.
- Singles: $T_1$ reaches a single from $|ii\rangle$ alone. The extra term is proportional to $\langle0|R\rangle=0$.
- Doubles: $T_1$ reaches $|ab\rangle$ from singles; $\tau(1)\tau(2)$ and $T_2$ reach it from $|ii\rangle$. All these components of $R$ vanish.
- Geminal: the terms starting from $|ii\rangle$ vanish again, but $T_1$ remains.

With $G_{xy}=\langle xy|G\rangle$ and $R_{xy}=\langle xy|R\rangle$, electron 1 contributes $\sum_{a,y}G_{ay}t_aR_{iy}$ to $\langle G|T_1|R\rangle$. Here $G_{ai}=0$ and $G_{ab}=0$ by the construction of $Q_{12}$, so $y$ must be some $\alpha$. Electron 2 contributes the same amount by exchange symmetry:

$$\langle G|r\rangle=\langle G|T_1|R\rangle=2\sum_{a\alpha}G_{a\alpha}\,t_a\,R_{i\alpha}.$$

The answer to (a) is thus conditional. When this sum vanishes, a coupled-cluster solution solves the CI equations, and its energy is a CI root with $\langle0|\Psi\rangle\neq0$. Any one of the following suffices:

1. The strict projector $(1-P_1)(1-P_2)$ is used, so that $G_{a\alpha}=0$.
2. All $t_a$ are zero.
3. $P$ contains every function that can pair with $i$ in the symmetry of the state. For an S state with an s orbital $i$, these are the s functions.

**The energy difference.** Let $\hat G=G/\sqrt{\langle G|G\rangle}$ and $\delta=\langle\hat G|T_1|R\rangle$. At the coupled-cluster solution, $r$ has the single component $\delta\hat G$ within the span. Project $r$ on the CI ground state $\Psi_{CI}$. Because $\Psi$ lies in the span, $\langle\Psi_{CI}|H|\Psi\rangle=E_{CI}\langle\Psi_{CI}|\Psi\rangle$, and so

$$(E_{CI}-E_{CC})\langle\Psi_{CI}|\Psi\rangle=\delta\,\langle\Psi_{CI}|\hat G\rangle,$$

$$E_{CC}-E_{CI}=-\delta\,\frac{\langle\Psi_{CI}|\hat G\rangle}{\langle\Psi_{CI}|\Psi\rangle}.$$

The numerical check solves the nonlinear equations for helium in a model where ten radial functions for each $l\le4$ are the entire one-electron space. With 4 s and 2 p radial functions in $P$ and the standard $Q_{12}$, $\delta=-1.92\times10^{-5}\,E_h$ and $E_{CC}-E_{CI}=2.8\times10^{-7}\,E_h$. The ratio of overlaps is then $2.82\times10^{-7}/1.92\times10^{-5}=0.0147$, which is essentially the coefficient of $\hat G$ in the wavefunction (its weight is of the order of the square). With the strict projector, or with all ten s functions in $P$, the energies agree to rounding error.

The strict projector has a price in this model: it gives $-2.89339\,E_h$, against $-2.89348\,E_h$ for the standard one, whose $G$ retains the components $|a\alpha\rangle$.

The argument needs two electrons, since with more $T_1T_2$ need not vanish. It also needs the equation for $c$: if $c$ is fixed beforehand, the projection on $G$ is not imposed.

## Solution to (b)

**Orbital products.** Two electrons with equal $l$ couple to an S state through

$$\frac{1}{\sqrt{2l+1}}\sum_mY_{lm}(1)Y_{lm}(2)=\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\theta_{12}),$$

with real harmonics and the addition theorem. The basis consists of these factors times symmetrised products $R_a(r_1)R_b(r_2)$. There are ten Laguerre radial functions per $l$, with exponent $3\ \text{bohr}^{-1}$, and $\gamma=1\ \text{bohr}^{-1}$.

**Geminal matrix elements.** Let $g$ be $f_{12}|ii\rangle$ with its components $|i\alpha\rangle$ and $|\alpha i\rangle$ removed. By symmetry only s functions $\alpha$ contribute. The program represents them by the next six Laguerre s functions, and the function paired with $i$ that is removed in this way has norm $3.7\times10^{-6}$ bohr. For orthonormal orbital products $\mu$, set $s_\mu=\langle\mu|g\rangle$ and $h_\mu=\langle\mu|H|g\rangle$. Then $G=g-\sum_\mu s_\mu|\mu\rangle$ and

$$\langle G|G\rangle=\langle g|g\rangle-2\,s\cdot s+s\cdot s=\langle g|g\rangle-s\cdot s,$$

$$\langle\mu|H|G\rangle=h_\mu-\sum_\nu H_{\mu\nu}s_\nu,$$

$$\langle G|H|G\rangle=\langle g|H|g\rangle-2\,s\cdot h+\sum_{\mu\nu}s_\mu H_{\mu\nu}s_\nu.$$

The integrals are taken by quadrature over $r_1,r_2,r_{12}$. The kinetic part is used as $\frac12\int(\nabla_1\psi\cdot\nabla_1\psi'+\nabla_2\psi\cdot\nabla_2\psi')$, which follows by parts for decaying functions.

**The case $L=0$ by hand.** Keep two states, the CI ground state and $\hat G$. Their diagonal energies are $-2.879023$ and $5.744757\,E_h$, and their coupling is $-0.444636\,E_h$. The mean of the diagonal energies is $1.432867$ and half their difference is $4.311890$, so the lower root is

$$1.432867-\sqrt{4.311890^2+0.444636^2}=1.432867-4.334754=-2.901887\,E_h.$$

The geminal state lies high, but its coupling lowers the energy by $0.0229\,E_h$. Letting the orbital coefficients relax gives $-2.902038\,E_h$. This must be lower or equal, since the two states span a subspace of the full problem.

**Results.** The Hartree–Fock energy is $-2.861680\,E_h$.

| $L$ | $E$ without $G$ ($E_h$) | $E$ with $G$ ($E_h$) | $c$ (bohr$^{-1}$) |
|---|---|---|---|
| 0 | −2.879023 | −2.902038 | 0.501 |
| 1 | −2.900501 | −2.903703 | 0.377 |
| 2 | −2.902740 | −2.903718 | 0.352 |
| 3 | −2.903280 | −2.903719 | 0.345 |
| 4 | −2.903462 | −2.903720 | 0.347 |

Both energies fall with $L$ because the spaces are nested. This includes the column with $G$: $g$ is the same for every $L$, and $G$ differs from it by orbital products already in the span.

An independent 50-term expansion in $r_1,r_2,r_{12}$ gives $-2.903722\,E_h$. Relative to it, the errors without and with $G$ are 24.7 and $1.7\ \text{m}E_h$ at $L=0$, and 3.2 and $0.02\ \text{m}E_h$ at $L=1$. At $L=4$ the error without $G$ is still $0.26\ \text{m}E_h$. With $G$, the differences from $L=2$ onwards are 0.002 to $0.004\ \text{m}E_h$. These do not measure the true error, because the reference is itself an upper bound and moved by $0.0035\ \text{m}E_h$ at its last enlargement.

The radial basis matters too. At $L=4$, going from eight to ten radial functions per $l$, with $g$ held fixed at its ten-function form, lowers the energy by $0.048\ \text{m}E_h$ without $G$ and by $0.006\ \text{m}E_h$ with it. The last digits of the table are therefore not converged. Going on from ten to eighteen functions lowers the $L=4$ energy by a further $0.043\ \text{m}E_h$ without $G$, so that the error of $0.26\ \text{m}E_h$ becomes $0.22\ \text{m}E_h$, and by $0.001\ \text{m}E_h$ with $G$. The best energy is $-2.90372\,E_h$, or $-79.014$ eV, for a fixed nucleus without relativity.

These are CI energies. With the standard projector, the CCSD-F12 energy differs from them by the term found in (a), because s functions outside the ten exist. With four s functions in the model above, the difference was $0.0003\ \text{m}E_h$. With the ten s functions of the table the term, evaluated to leading order at the CI solution, is only about $2\times10^{-11}\,E_h$ in magnitude, far below the digits shown.

**The amplitude.** Near coalescence the singlet cusp condition gives $\Psi\approx\Psi(r,r)(1+\frac12r_{12})$ after averaging over directions, where $\Psi(r,r)$ is the value with both electrons at the same point. The geminal supplies $c\,r_{12}\Phi(r,r)$, with $\Phi=\varphi\varphi$. Matching the linear terms would require $c=\frac12\Psi(r,r)/\Phi(r,r)$, which depends on $r$. A single $c$ must compromise.

For large $L$ the weights follow from scaling. The Fourier transform of $r_{12}$ falls as $k^{-4}$, and the waves $l>L$ have $k\gtrsim L/r$. The kinetic energy of a mismatch $m(r)=c\Phi-\frac12\Psi$ therefore scales per unit volume as

$$m^2\int_{L/r}^{\infty}k^2\,k^{-8}\,k^2\,dk\;\propto\;m^2\,\frac{r^3}{L^3}.$$

With the volume element $r^2dr$, the quantity to minimise is $\int m^2r^5dr$. Setting its derivative with respect to $c$ to zero gives

$$c\approx\frac12\,\frac{\int\Psi(r,r)\,\Phi(r,r)\,r^5dr}{\int\Phi(r,r)^2\,r^5dr}.$$

At $L=4$ the ratio of integrals is 0.661, so the estimate is $0.330\ \text{bohr}^{-1}$, about 5% below the optimised 0.347. With $\gamma=1\ \text{bohr}^{-1}$ the amplitude lies below $1/2$ for $L\ge1$. At small $L$ it depends strongly on $\gamma$: for $\gamma=0.5$, $1$ and $2\ \text{bohr}^{-1}$ it is 0.317, 0.377 and 0.510 at $L=1$, and 0.336, 0.347 and 0.380 at $L=4$. At large $L$ it lies below $1/2$ because correlation reduces $\Psi$, normalised to $\langle0|\Psi\rangle=1$, relative to $\Phi$ where the electrons meet. The estimate is of leading order in $1/L$ and ignores that $G$ also repairs the finite radial basis. With a fixed number of radial functions, $c$ therefore need not approach it as $L$ grows: in the table $c$ turns upward from $L=3$ to $L=4$, and these two values are not converged with respect to the radial basis. With eighteen radial functions per $l$ they become 0.343 and 0.340, and the upturn disappears. The estimate does not apply at $L=0$, so the value 0.501 found there is no confirmation of the cusp condition. It is an accident of $\gamma=1\ \text{bohr}^{-1}$: for $\gamma=0.5$ and $2\ \text{bohr}^{-1}$ the $L=0$ amplitude is 0.347 and 0.783.

## Table of computed values

```
Nuclear charge: 2; radial functions per l: 10
Radial exponent: 3.0 1/bohr; gamma: 1.0 1/bohr
Largest orthonormality error of products: 2.4e-14
CC against CI, model space l<=4, 10 radial functions per l:
 strict Q12, 4 s + 2 p shells:
  E(CC) = -2.893388739 E_h, E(CI) = -2.893388739 E_h
  E(CC)-E(CI) = -1.29e-14 E_h
  <G|T1|R> = 0.00e+00 E_h, norm of t = 0.00126
 standard Q12, 4 s + 2 p shells:
  E(CC) = -2.893479255 E_h, E(CI) = -2.893479537 E_h
  E(CC)-E(CI) = 2.82e-07 E_h
  <G|T1|R> = -1.92e-05 E_h, norm of t = 0.00134
 standard Q12, all 10 s + 2 p shells:
  E(CC) = -2.903357724 E_h, E(CI) = -2.903357724 E_h
  E(CC)-E(CI) = -3.55e-15 E_h
  <G|T1|R> = 0.00e+00 E_h, norm of t = 0.00190
Hartree-Fock energy: -2.8616797 E_h
Hylleraas reference, 50 terms: -2.9037223 E_h
 change from next lower order: -3.5e-06 E_h
Norm of removed s function chi: 3.7e-06
L   E(CI)/E_h    E(F12)/E_h   optimised c/(1/bohr)
0  -2.8790226  -2.9020377  0.5014
1  -2.9005010  -2.9037033  0.3773
2  -2.9027399  -2.9037179  0.3518
3  -2.9032803  -2.9037193  0.3454
4  -2.9034624  -2.9037204  0.3466
L   CI error/mE_h   F12 error/mE_h   error ratio
0   24.6997   1.6846   14.7
1   3.2213   0.0190   169.6
2   0.9824   0.0044   222.7
3   0.4420   0.0030   147.6
4   0.2599   0.0019   140.0
Two-state problem at L=0 (CI ground state, normalised G):
 norm <G|G> before normalisation: 0.010700 bohr^2
 coupling: -0.444636 E_h; <G|H|G>: 5.744757 E_h
 lowest root: -2.9018872 E_h
L=4 with 8 radial functions per l (same geminal):
 E(CI) = -2.9034145 E_h, E(F12) = -2.9037145 E_h
Weighted coalescence ratio Psi/Phi at L=4: 0.6608
Cusp estimate of c at L=4: 0.3304 1/bohr
E(F12) at L=4: -79.0143 eV
```
